# Lorentzian Broadening of an Adsorbate Level by a Wide Metal Band: a numerical check

```python
# RESULT UNDER TEST: a level coupled to a wide flat metal band has a
# Lorentzian density of states with half-width at half maximum
#     Delta = pi * V^2 * rho
# V: coupling to one metal site (eV); rho: density of states per site and
# spin (1/eV); g = V^2*rho; bottom, top: band edges from the Fermi level (eV).
# Time in the algebra is in 1/eV (hbar = 1). Independent electrons, one spin.
# Explicit Hamiltonian matrices provide the independent side of most tests.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

pi = np.pi
hbar_fs = const.hbar / const.e * 1e15
hartree = const.physical_constants["Hartree energy in eV"][0]


def shift(e, g, bottom, top):
    return g * np.log(abs((e - bottom) / (top - e)))


def slope(e, g, bottom, top):
    return g * (1 / (e - bottom) + 1 / (top - e))


def density(e, level, g, bottom, top):
    return g / ((e - level - shift(e, g, bottom, top))**2 + (pi * g)**2)


def diagonalize(level, bands):
    """Each band is (bottom, top, number of states, site coupling)."""
    energies, couplings = [], []
    for bottom, top, number, coupling in bands:
        step = (top - bottom) / number
        energies.append(bottom + step * (np.arange(number) + 0.5))
        couplings.append(np.full(number, coupling / np.sqrt(number)))
    energies = np.concatenate(energies)
    couplings = np.concatenate(couplings)
    h = np.diag(np.concatenate(([level], energies)))
    h[0, 1:] = couplings
    h[1:, 0] = couplings
    values, vectors = np.linalg.eigh(h)
    return values, vectors[0]**2


def measure_line(values, weights, centre):
    """Midpoint and half-width at half maximum, without fitting a shape."""
    rho_a = weights[1:-1] / ((values[2:] - values[:-2]) / 2)
    energy = values[1:-1]
    use = abs(energy - centre) < 1.0
    curve = CubicSpline(energy[use], rho_a[use])
    grid = np.linspace(centre - 0.9, centre + 0.9, 40001)
    y = curve(grid)
    above = grid[y >= y.max() / 2]
    return (above[0] + above[-1]) / 2, (above[-1] - above[0]) / 2


def survival(values, weights, time):
    return abs(np.sum(weights * np.exp(-1j * values * time)))**2


# Rough model inputs for a contaminant on a gold-coated electrode
level, V, bottom, top = 2.0, 1.0, -9.0, 11.0
rho = 1 / (top - bottom)
g = V**2 * rho
Delta = pi * g

# Self-energy from an explicit sum, and the order of limits
number = 200000
step = (top - bottom) / number
states = bottom + step * (np.arange(number) + 0.5)
sigma = np.sum(V**2 / number / (level + 0.002j - states))
assert abs(-sigma.imag / Delta - 1) < 1e-3
assert abs(sigma.real - shift(level, g, bottom, top)) < 1e-4
reversed_limit = np.sum(V**2 / number / (level + 1e-7j - states))
assert abs(reversed_limit.imag) < 0.01 * Delta

# Line shape from the Hamiltonian matrix
values, weights = diagonalize(level, [(bottom, top, 1400, V)])
peak = brentq(lambda e: e - level - shift(e, g, bottom, top), 1.0, 3.0)
width = Delta / (1 - slope(peak, g, bottom, top))
peak_matrix, width_matrix = measure_line(values, weights, peak)
assert abs(peak_matrix - peak) < 0.002
assert abs(width_matrix / width - 1) < 0.004
# A finite band changes the width by about one percent here
assert abs(width_matrix / Delta - 1) < 0.02

# The Lorentzian is approached as the band widens at fixed Delta
window = np.linspace(level - 1, level + 1, 4001)
lorentz = Delta / pi / ((window - level)**2 + Delta**2)
errors = []
for half_band in (10.0, 100.0):
    exact = density(window, level, g, -half_band, half_band)
    errors.append(np.max(abs(exact - lorentz)) / lorentz.max())
assert 8 < errors[0] / errors[1] < 12

# Bound states and the sum rule in a strongly coupled case
gs, ls = 0.18, 0.3


def bound_equation(e, strength):
    return e - ls - shift(e, strength, -1.0, 1.0)


upper = brentq(bound_equation, 1 + 1e-12, 4, args=(gs,))
lower = brentq(bound_equation, -4, -1 - 1e-12, args=(gs,))
weight_up = 1 / (1 - slope(upper, gs, -1.0, 1.0))
weight_low = 1 / (1 - slope(lower, gs, -1.0, 1.0))
inside = sum(quad(density, a, b, args=(ls, gs, -1.0, 1.0), limit=300)[0]
             for a, b in ((-1.0, 0.0), (0.0, 1.0)))
assert abs(inside + weight_up + weight_low - 1) < 1e-4
strong_e, strong_w = diagonalize(ls, [(-1.0, 1.0, 800, np.sqrt(2 * gs))])
assert abs(strong_e[-1] - upper) < 1e-4
assert abs(strong_w[-1] - weight_up) < 1e-3
weak_bound = brentq(bound_equation, 1 + 1e-12, 4, args=(0.1,))
assert abs((weak_bound - 1) / (2 * np.exp(-(1 - ls) / 0.1)) - 1) < 0.03
edge_distance = (top - bottom) * np.exp(-(top - level) / g)

# Decay in time
tau = 1 / (2 * Delta)
p1 = survival(values, weights, tau)
p3 = survival(values, weights, 3 * tau)
rate_matrix = np.log(p1 / p3) / (2 * tau)
assert abs(rate_matrix / (2 * width) - 1) < 0.01
short = 0.02
assert abs((1 - survival(values, weights, short)) / (V * short)**2 - 1) < 0.02

# End-site density, not bulk density, sets the decay into a chain
hop, chain_V, sites = 5.0, 1.0, 600
off = np.full(sites, hop)
off[0] = chain_V
chain_e, chain_vec = eigh_tridiagonal(np.zeros(sites + 1), off)
chain_w = chain_vec[0]**2
chain_rate = np.log(survival(chain_e, chain_w, 2.0)
                    / survival(chain_e, chain_w, 8.0)) / 6
end_rho, bulk_rho = 1 / (pi * hop), 1 / (2 * pi * hop)
k = (np.arange(1000000) + 0.5) * pi / 1000000
assert abs(np.mean(abs(2 * hop * np.cos(k)) < 0.1) / 0.2 / bulk_rho - 1) < 0.01
# Three percent allows for the finite width of the chain band
assert abs(chain_rate / (2 * pi * chain_V**2 * end_rho) - 1) < 0.03

# Occupation; half of each level's weight is counted at its own energy
cumulative = np.cumsum(weights) - weights / 2


def occupation(position):
    return quad(density, bottom, 0, args=(position, g, bottom, top),
                limit=200)[0]


n_wide = 0.5 - np.arctan(level / Delta) / pi
n_band = occupation(level)
assert abs(np.interp(0, values, cumulative) - n_band) < 1e-4
n_near = 0.5 + np.arctan(0.1 / Delta) / pi
# The tolerance covers the Lorentzian tail cut off at the band bottom
assert abs(np.interp(peak + 0.1, values, cumulative) - n_near) < 0.01

# Neglected d band: rough edges for gold, equal rough coupling
d_bottom, d_top, d_V = -7.0, -2.0, 1.0
gd = d_V**2 / (d_top - d_bottom)
d_peak = brentq(lambda e: e - level - shift(e, g, bottom, top)
                - shift(e, gd, d_bottom, d_top), 1.0, 3.0)
d_width = Delta / (1 - slope(d_peak, g, bottom, top)
                   - slope(d_peak, gd, d_bottom, d_top))
d_values, d_weights = diagonalize(
    level, [(bottom, top, 1400, V), (d_bottom, d_top, 300, d_V)])
d_peak_matrix, d_width_matrix = measure_line(d_values, d_weights, d_peak)
assert abs(d_peak_matrix - d_peak) < 0.003
assert abs(d_width_matrix / d_width - 1) < 0.006

# Neglected repulsion, in mean field with equal spin occupations
U = 3.0
n_mean = brentq(lambda n: n - occupation(level + U * n), 0, 0.5)

# Neglected temperature: change of occupation from the Fermi function
temperature = 300.0
kT = const.k * temperature / const.e


def lorentzian(e):
    return Delta / pi / ((e - level)**2 + Delta**2)


dn_thermal = quad(lambda x: (lorentzian(x) - lorentzian(-x))
                  * expit(-x / kT), 0, 40 * kT, epsabs=1e-12)[0]
derivative = 2 * g * level / (level**2 + Delta**2)**2
assert abs(dn_thermal / (pi**2 / 6 * kT**2 * derivative) - 1) < 0.05

# Classical image shift: work of the image force from infinity
height = 3.0
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e10
image = coulomb / (4 * height)
work = quad(lambda z: coulomb / (4 * z**2), height, np.inf)[0]
assert abs(work / image - 1) < 1e-7
image_change = image - coulomb / (4 * (height + 0.1))

# Vibrational spread of vertical transitions to a displaced oscillator
quantum, relaxation = 0.15, 0.30
spread = np.sqrt(relaxation * quantum / np.tanh(quantum / (2 * kT)))
size = 80
ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
initial = quantum * np.arange(size)
displaced = np.diag(initial) + np.sqrt(relaxation * quantum) * (
    ladder + ladder.T)
final, overlap = np.linalg.eigh(displaced)
thermal = np.exp(-initial / kT)
thermal /= thermal.sum()
probability = thermal[:, None] * overlap**2
transfer = final[None, :] - initial[:, None]
mean = np.sum(probability * transfer)
variance = np.sum(probability * transfer**2) - mean**2
assert abs(np.sqrt(variance) / spread - 1) < 1e-6
period = 2 * pi * hbar_fs / quantum
tau_fs = hbar_fs * tau
quarter = np.exp(-period / 4 / tau_fs)

print(f"level above Fermi level: {level:.2f} eV")
print(f"site coupling V: {V:.2f} eV")
print(f"sp band bottom, top: {bottom:.1f}, {top:.1f} eV")
print(f"density per site and spin: {rho:.4f} 1/eV")
print(f"half-width Delta: {Delta:.4f} eV")
print(f"half-width Delta: {Delta / hartree:.5f} hartree")
print(f"full width 2 Delta: {2 * Delta:.4f} eV")
print(f"peak height of Lorentzian: {1 / (pi * Delta):.3f} 1/eV")
print(f"self-energy sum, -imaginary part: {-sigma.imag:.4f} eV")
print(f"same, limits reversed: {-reversed_limit.imag:.6f} eV")
print(f"finite-band peak, formula: {peak:.4f} eV")
print(f"finite-band peak, matrix: {peak_matrix:.4f} eV")
print(f"finite-band half-width, formula: {width:.4f} eV")
print(f"finite-band half-width, matrix: {width_matrix:.4f} eV")
print(f"max error/peak, band +-10 eV: {errors[0]:.4f}")
print(f"max error/peak, band +-100 eV: {errors[1]:.5f}")
print(f"upper bound state to band edge: {edge_distance:.1e} eV")
print(f"strong test (band +-1 eV), level: {ls:.2f} eV")
print(f"strong test, V^2 rho: {gs:.2f} eV")
print(f"strong test, weight in band: {inside:.4f}")
print(f"strong test, upper bound weight: {weight_up:.4f}")
print(f"strong test, lower bound weight: {weight_low:.4f}")
print(f"residence time: {tau_fs:.2f} fs")
print(f"matrix survival at one residence time: {p1:.4f}")
print(f"matrix decay rate: {rate_matrix:.4f} eV (hbar=1)")
print(f"vibration quantum: {quantum:.2f} eV")
print(f"vibration period: {period:.1f} fs")
print(f"survival for a quarter period: {quarter:.4f}")
print(f"chain hopping, coupling: {hop:.1f}, {chain_V:.1f} eV")
print(f"chain decay rate, matrix: {chain_rate:.4f} eV")
print(f"chain rate, end density: {2*pi*chain_V**2*end_rho:.4f} eV")
print(f"chain rate, bulk density: {2*pi*chain_V**2*bulk_rho:.4f} eV")
print(f"occupation per spin, wide band: {n_wide:.5f}")
print(f"occupation per spin, finite band: {n_band:.5f}")
print(f"d band bottom, top: {d_bottom:.1f}, {d_top:.1f} eV")
print(f"d band site coupling: {d_V:.2f} eV")
print(f"extra peak shift from d band: {d_peak - peak:.4f} eV")
print(f"half-width with d band: {d_width:.4f} eV")
print(f"repulsion U: {U:.1f} eV")
print(f"mean-field repulsion shift: {U * n_mean:.4f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {kT:.4f} eV")
print(f"thermal change of occupation: {dn_thermal:.2e}")
print(f"height above image plane: {height:.1f} angstrom")
print(f"image lowering of empty level: {image:.3f} eV")
print(f"image change for 0.1 angstrom: {image_change:.4f} eV")
print(f"vibrational relaxation energy: {relaxation:.2f} eV")
print(f"vibrational rms spread: {spread:.4f} eV")
print("success")
```

Running it gives:

```
level above Fermi level: 2.00 eV
site coupling V: 1.00 eV
sp band bottom, top: -9.0, 11.0 eV
density per site and spin: 0.0500 1/eV
half-width Delta: 0.1571 eV
half-width Delta: 0.00577 hartree
full width 2 Delta: 0.3142 eV
peak height of Lorentzian: 2.026 1/eV
self-energy sum, -imaginary part: 0.1571 eV
same, limits reversed: 0.000493 eV
finite-band peak, formula: 2.0101 eV
finite-band peak, matrix: 2.0101 eV
finite-band half-width, formula: 0.1587 eV
finite-band half-width, matrix: 0.1587 eV
max error/peak, band +-10 eV: 0.0880
max error/peak, band +-100 eV: 0.00866
upper bound state to band edge: 1.3e-77 eV
strong test (band +-1 eV), level: 0.30 eV
strong test, V^2 rho: 0.18 eV
strong test, weight in band: 0.8293
strong test, upper bound weight: 0.1627
strong test, lower bound weight: 0.0080
residence time: 2.10 fs
matrix survival at one residence time: 0.3715
matrix decay rate: 0.3175 eV (hbar=1)
vibration quantum: 0.15 eV
vibration period: 27.6 fs
survival for a quarter period: 0.0373
chain hopping, coupling: 5.0, 1.0 eV
chain decay rate, matrix: 0.4083 eV
chain rate, end density: 0.4000 eV
chain rate, bulk density: 0.2000 eV
occupation per spin, wide band: 0.02495
occupation per spin, finite band: 0.02072
d band bottom, top: -7.0, -2.0 eV
d band site coupling: 1.00 eV
extra peak shift from d band: 0.1592 eV
half-width with d band: 0.1546 eV
repulsion U: 3.0 eV
mean-field repulsion shift: 0.0600 eV
temperature: 300 K
thermal energy: 0.0259 eV
thermal change of occupation: 1.36e-05
height above image plane: 3.0 angstrom
image lowering of empty level: 1.200 eV
image change for 0.1 angstrom: 0.0387 eV
vibrational relaxation energy: 0.30 eV
vibrational rms spread: 0.2128 eV
success
```
